# Classical Scattering Angle for Repulsive Central Forces and the Coulomb Case, part 1

(Sections cited here and not found follow in the second part.)

## First half: from two particles to one integral

An ion entering a solid loses part of its energy in collisions with single atoms. In the binary-collision picture each such event is treated as an isolated encounter of two particles, and the question is by how much the ion is turned and how much energy it hands over.

Let a projectile of mass $M_1$ approach a target of mass $M_2$ which is initially at rest. Both are classical, non-relativistic point particles. The projectile has speed $v$ and laboratory energy $E=\tfrac12M_1v^2$ when the two are far apart. They interact through a potential energy $V(r)$ that depends on their distance $r$ alone. It is continuously differentiable for $r>0$ and has

$$V(r)>0,\qquad V'(r)<0,\qquad V(r)\to0\ \text{ as }\ r\to\infty .$$

The force is therefore repulsive at every distance. The collision is elastic: no energy goes into electronic excitation, and no third atom takes part.

### (a) Reduction to one particle

**Question.** Show that the relative motion is that of one particle in a fixed potential. How much of the energy $E$ belongs to it?

**Solution.** Let $\mathbf r=\mathbf r_1-\mathbf r_2$ point from the target to the projectile, and let $M=M_1+M_2$. The force on the projectile is $\mathbf F=-V'(r)\,\mathbf r/r$, which points away from the target because $V'<0$. The target feels $-\mathbf F$. Newton's equations are

$$M_1\ddot{\mathbf r}_1=\mathbf F,\qquad M_2\ddot{\mathbf r}_2=-\mathbf F .$$

Their sum shows that the centre of mass $\mathbf R=(M_1\mathbf r_1+M_2\mathbf r_2)/M$ has no acceleration. Dividing each equation by its mass and subtracting gives

$$\ddot{\mathbf r}=\left(\frac1{M_1}+\frac1{M_2}\right)\mathbf F
\quad\Longrightarrow\quad
\mu\ddot{\mathbf r}=\mathbf F,\qquad \mu=\frac{M_1M_2}{M_1+M_2}.$$

This is the equation of one particle of mass $\mu$ repelled by a fixed centre.

To divide the energy, solve the definitions of $\mathbf R$ and $\mathbf r$ for the two positions:

$$\mathbf r_1=\mathbf R+\frac{M_2}{M}\mathbf r,\qquad
\mathbf r_2=\mathbf R-\frac{M_1}{M}\mathbf r .$$

In the kinetic energy the mixed terms are $M_1(M_2/M)\,\dot{\mathbf R}\cdot\dot{\mathbf r}$ and $-M_2(M_1/M)\,\dot{\mathbf R}\cdot\dot{\mathbf r}$, which cancel. The terms in $\dot{\mathbf r}^2$ have the coefficient

$$\frac12\,\frac{M_1M_2^2+M_2M_1^2}{M^2}=\frac12\,\frac{M_1M_2}{M}=\frac{\mu}{2}.$$

The total kinetic energy is thus $\tfrac12M\dot{\mathbf R}^2+\tfrac12\mu\dot{\mathbf r}^2$. The first part is constant and cannot be used to bring the particles together. Since the target starts at rest, the initial relative speed is $v$, and the energy of the relative motion is

$$E_c=\frac12\mu v^2=\frac{M_2}{M_1+M_2}\,\frac12M_1v^2=\frac{M_2}{M_1+M_2}\,E .$$

A light projectile on a heavy target has nearly all of $E$ available for the approach. A heavy projectile on a light target has little of it, because most of its energy is carried by the centre of mass.

### (b) Angular momentum

**Question.** Show that the relative motion stays in a plane, and find the angular velocity at distance $r$ in terms of $v$ and the impact parameter $b$.

**Solution.** The angular momentum of the relative motion is $\mathbf L=\mathbf r\times\mu\dot{\mathbf r}$. Its rate of change is

$$\dot{\mathbf L}=\dot{\mathbf r}\times\mu\dot{\mathbf r}+\mathbf r\times\mathbf F=0 .$$

The first product vanishes because its factors are parallel. The second vanishes because a central force lies along $\mathbf r$. For $\mathbf L\neq0$, the vector $\mathbf r$ is at all times perpendicular to the fixed vector $\mathbf L$, so the motion stays in one plane.

Use polar coordinates $(r,\varphi)$ in this plane. The velocity has the radial component $\dot r$ and the transverse component $r\dot\varphi$. Only the latter contributes to the angular momentum, so $L=\mu r^2\dot\varphi$, where the sense of $\varphi$ is chosen to make $L$ positive.

The impact parameter $b$ is the distance between the initial straight path and the parallel line through the centre. Far away, the momentum $\mu v$ has the lever arm $b$, hence $L=\mu vb$. Equating the two expressions and cancelling $\mu$ gives

$$\dot\varphi=\frac{vb}{r^2}.$$

For a potential with a long tail, the initial straight path is a limiting line. For the moment $b$ may be taken as defined by $b=L/(\mu v)$; part (e) shows that this is indeed the distance to such a line. We take $b>0$ and treat $b=0$ separately.

### (c) The radial velocity

**Question.** Find $\dot r^2$ as a function of $r$.

**Solution.** The force is derived from a potential, so the energy of the relative motion is conserved. It equals $E_c$, because $V$ vanishes at infinite separation:

$$E_c=\frac12\mu\dot r^2+\frac12\mu r^2\dot\varphi^2+V(r).$$

With the result of (b), the transverse term becomes

$$\frac12\mu r^2\,\frac{v^2b^2}{r^4}=\frac12\mu v^2\,\frac{b^2}{r^2}=E_c\,\frac{b^2}{r^2}.$$

Move this term and $V$ to the other side, and divide by $\tfrac12\mu=E_c/v^2$:

$$\dot r^2=v^2g(r),\qquad g(r)=1-\frac{V(r)}{E_c}-\frac{b^2}{r^2}.$$

The function $g$ is the fraction of $E_c$ that is present as radial kinetic energy. The other two terms are the fractions stored in the potential and in the transverse motion. Even without a force the transverse term prevents a particle with $b>0$ from reaching the centre.

### (d) The closest approach

**Question.** How many times does the particle reverse its radial motion, and where?

**Solution.** A reversal requires $\dot r=0$, hence $g(r)=0$. The derivative of $g$ is

$$g'(r)=-\frac{V'(r)}{E_c}+\frac{2b^2}{r^3}>0,$$

since both terms are positive. Moreover, $g\to-\infty$ as $r\to0$, because $-b^2/r^2$ does so and $-V/E_c$ is negative, while $g\to1$ as $r\to\infty$. A continuous, strictly increasing function with these limits has one root. Call it $r_0$:

$$1-\frac{V(r_0)}{E_c}-\frac{b^2}{r_0^2}=0 .$$

The particle can move only where $g\ge0$, that is, at $r\ge r_0$. On its way in, $\dot r$ cannot change sign before $r_0$. To see what happens there, take the radial component of the equation of motion:

$$\mu(\ddot r-r\dot\varphi^2)=-V'(r)
\quad\Longrightarrow\quad
\ddot r=\frac{v^2b^2}{r^3}-\frac{V'(r)}{\mu}.$$

The right side is positive, so at $r_0$ the particle turns outward. It then meets no further root and escapes to infinity. There is one reversal, at $r_0$.

The turning point is reached in a finite time. Near it $g(r)\approx g'(r_0)(r-r_0)$, and the time $\int dr/(v\sqrt g)$ behaves as $\int dr/\sqrt{r-r_0}$, which converges at its lower end.

The argument uses the sign of $V'$. If the potential has an attractive region, $g'$ may become negative, and several roots may occur. If the outermost root is a double one, the time integral diverges there. A particle close to this condition can circle the centre for an arbitrarily long time. Such cases lie outside the present treatment.

### (e) The deflection angle

**Question.** Express the angle $\theta$ between the initial and the final relative velocity as an integral over $r$. Does it exist for every potential of the stated class?

**Solution.** After the reversal $\dot r=+v\sqrt g$, and before it $\dot r=-v\sqrt g$. Dividing the angular velocity of (b) by the radial velocity removes the time:

$$\frac{d\varphi}{dr}=\frac{\dot\varphi}{\dot r}=\pm\frac{b}{r^2\sqrt{g(r)}},$$

with the upper sign for the outward branch. The speed $v$ has cancelled. The energy enters the shape of the path through $V/E_c$.

Let $\varphi=0$ be the direction from the centre to the point of closest approach. On the outward branch $\varphi$ grows from zero to

$$\Phi=b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V(r)/E_c-b^2/r^2}} .$$

The inward branch has the opposite sign of $d\varphi/dr$ at the same $r$, so it is the mirror image of the outward branch. The particle comes from the direction $-\Phi$ and leaves in the direction $+\Phi$.

The integral converges. At $r_0$ the integrand has the integrable singularity found in (d). At large $r$ the root tends to 1 and the integrand falls as $b/r^2$. No more than $V\to0$ is needed there, so the slowly decaying potential $1/r$ is included.

Now turn positions into velocities. At large $r$ the transverse velocity $vb/r$ vanishes and the radial one tends to $\pm v$. The final velocity thus points along the outward radius, at the angle $\Phi$. The initial velocity points inward, opposite to the direction $-\Phi$, and so has the angle $\pi-\Phi$. The velocity has turned through

$$\Phi-(\pi-\Phi)=-(\pi-2\Phi).$$

The minus sign says that the velocity turns in the sense opposite to the motion of $\varphi$ when $\pi-2\Phi$ is positive, as expected for a particle pushed away from the centre. The magnitude is the scattering angle:

$$\boxed{\;\theta=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V(r)/E_c-b^2/r^2}}\;}$$

As a check of the constants, set $V=0$. Then $r_0=b$, and $x=b/r$ gives $\Phi=\int_0^1dx/\sqrt{1-x^2}=\pi/2$. Hence $\theta=0$: a free particle is not deflected.

The geometric meaning of $b$ also follows. At a large distance $r$ the angle still to be swept is

$$\delta(r)=b\int_r^\infty\frac{dr'}{r'^2\sqrt{g(r')}}\approx\frac br,$$

with a relative error that vanishes as $r\to\infty$. The particle's distance from the line through the centre along the asymptotic direction is $r\sin\delta$, which tends to $b$. The definition $b=L/(\mu v)$ therefore agrees with the geometric one, also for a $1/r$ potential.

### (f) The range of the angle

**Question.** Is the $\theta$ just found positive for every repulsive potential of the class? Find a form of the integral that shows this and has no singular endpoint.

**Solution.** Let $s(r)=\sqrt{1-V(r)/E_c}$. For $r\ge r_0$, the condition $g\ge0$ means $s^2\ge b^2/r^2>0$, so an angle $\alpha$ can be defined by

$$\sin\alpha=\frac{b}{r\,s(r)},\qquad 0<\alpha\le\frac\pi2 .$$

At $r_0$ we have $\alpha=\pi/2$, and for $r\to\infty$ we have $\alpha\to0$. Both $r$ and $s$ increase with $r$, so $\alpha$ decreases steadily and may replace $r$ as the variable. From $g=s^2-b^2/r^2=s^2(1-\sin^2\alpha)$ follows $\sqrt g=s\cos\alpha$, and

$$\frac{b\,dr}{r^2\sqrt g}=\frac{b}{rs}\,\frac{dr}{r\cos\alpha}=\frac{\sin\alpha}{\cos\alpha}\,\frac{dr}{r}.$$

Differentiating the logarithm of the definition of $\alpha$ gives

$$\frac{\cos\alpha}{\sin\alpha}\,d\alpha=-\left(1+\frac{rs'}{s}\right)\frac{dr}{r}.$$

Solve this for $dr/r$ and insert it above. The trigonometric factors cancel, leaving $-d\alpha/(1+rs'/s)$. The minus sign is absorbed by exchanging the limits. Differentiating $s^2=1-V/E_c$ gives $2ss'=-V'/E_c$, hence

$$q\equiv\frac{rs'}{s}=-\frac{rV'(r)}{2[E_c-V(r)]}>0,\qquad
\Phi=\int_0^{\pi/2}\frac{d\alpha}{1+q}.$$

The integrand lies between 0 and 1, so $0<\Phi<\pi/2$ and therefore $0<\theta<\pi$. Writing $\pi=2\int_0^{\pi/2}d\alpha$ also gives

$$\theta=2\int_0^{\pi/2}\frac{q}{1+q}\,d\alpha .$$

Every element of this integral is positive. A repulsive centre deflects every particle with $b>0$ away from itself, and by less than a full reversal.

For $b=0$ there is no angular motion. If $V$ exceeds $E_c$ near the centre, the particle returns along its path and $\theta=\pi$. If $V$ stays below a value smaller than $E_c$, it passes through the centre and $\theta=0$.

## Second half: Coulomb repulsion and the laboratory collision

The masses are $M_1$ for the projectile and $M_2$ for the target at rest, with reduced mass $\mu$. The laboratory energy is $E=\tfrac12M_1v^2$, the energy of relative motion is $E_c=EM_2/(M_1+M_2)=\tfrac12\mu v^2$, and $b$ is the impact parameter. For a repulsive potential $V(r)$ the scattering angle of the relative velocity is

$$\theta=\pi-2\Phi,\qquad
\Phi=b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V/E_c-b^2/r^2}},$$

where the closest distance $r_0$ is the root of the radicand. An equivalent form is

$$\theta=2\int_0^{\pi/2}\frac{q}{1+q}\,d\alpha,\qquad
q=-\frac{rV'}{2(E_c-V)},\qquad
\sin\alpha=\frac{b}{r\sqrt{1-V/E_c}} .$$

### (g) A first closed case

**Question.** Evaluate $\theta$ for $V(r)=E_ck/r^2$ with $k>0$.

**Solution.** Substitute $u=1/r$, so that $du=-dr/r^2$. The minus sign exchanges the limits, which become $0$ and $u_0=1/r_0$:

$$\Phi=\int_0^{u_0}\frac{b\,du}{\sqrt{1-(b^2+k)u^2}},\qquad u_0=\frac1{\sqrt{b^2+k}} .$$

With $x=u\sqrt{b^2+k}$ the integral is $b/\sqrt{b^2+k}$ times $\int_0^1dx/\sqrt{1-x^2}=\pi/2$. Hence

$$\theta=\pi\left(1-\frac{b}{\sqrt{b^2+k}}\right).$$

The potential merely adds to the centrifugal term. For a fixed strength $K$ in $V=K/r^2$, the length squared $k=K/E_c$ falls with energy, and so does the deflection. Direct quadrature of the general integral was tested against this formula at three impact parameters and agreed within $10^{-7}$ rad.

The scattering angle is now an integral over $r$ for any repulsive potential of the stated class, it lies between $0$ and $\pi$ for $b>0$, and it has been evaluated in closed form for $V\propto1/r^2$. What remains is the Coulomb case, the laboratory angles and energy transfer, a numerical collision, and the effect of screening.
